# A Hermitian finite-volume scheme that conserves flux where the mass jumps

## Three fifths of a wave go missing

An electron wave of energy 0.5 eV meets a plane interface at normal incidence, with no momentum parallel to it. The effective mass is 0.2 on the left and 0.5 on the right, in electron masses, and the potential rises by 0.3 eV. On a mesh of spacing 2 Å to the left and 1 Å to the right, one discretization gives a reflected fraction $R=0.0005$ and a transmitted fraction $T=0.3998$. The sum is 0.4003, so three fifths of the incident probability are unaccounted for. A second discretization, on the same mesh, gives $R=0.1779$ and $T=0.8221$, with a sum that differs from one by $1.4\times10^{-15}$.

The two schemes differ in the mass assigned to the link between neighbouring nodes. These notes derive the second scheme, prove that it conserves flux, and locate the loss in the first.

## The continuum problem

The algebra uses atomic units, $\hbar=m_e=e=1$. The model is the one-band effective-mass Hamiltonian

$$H\psi=-\frac12\frac{d}{dx}\left(\frac1{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi ,$$

with $m>0$ and $V$ real. Both may jump at the interface, $x=0$. The position of $1/m$ between the derivatives is a modelling assumption, as is the absence of an extra interface potential. Define

$$G=\frac{\psi'}{m},\qquad H\psi=-\tfrac12G'+V\psi .$$

From $i\,\partial_t\psi=H\psi$,

$$\partial_t|\psi|^2=2\,\mathrm{Re}(-i\psi^*H\psi)=2\,\mathrm{Im}(\psi^*H\psi)=-\mathrm{Im}(\psi^*G'),$$

because $V|\psi|^2$ is real. Now $(\psi^*G)'=|\psi'|^2/m+\psi^*G'$, and the first term is real. Hence

$$\partial_t|\psi|^2+\partial_xJ=0,\qquad J=\mathrm{Im}(\psi^*G).$$

For a stationary state, integrate $H\psi=E\psi$ from $-\epsilon$ to $\epsilon$:

$$G(\epsilon)-G(-\epsilon)=2\int_{-\epsilon}^{\epsilon}(V-E)\psi\,dx\to0 .$$

So $\psi'/m$ is continuous. So is $\psi$, because its slope $mG$ stays finite. The slope $\psi'$ itself jumps by the mass ratio.

Take $e^{ik_1x}+re^{-ik_1x}$ on the left and $\tau e^{ik_2x}$ on the right, with velocities $v=k/m$. The two conditions read $1+r=\tau$ and $v_1(1-r)=v_2\tau$. They give

$$r=\frac{v_1-v_2}{v_1+v_2},\qquad T=\frac{v_2}{v_1}|\tau|^2=\frac{4v_1v_2}{(v_1+v_2)^2}.$$

In the example $k^2=2m(E-V)$ is the same on both sides, since $0.2\times0.5=0.5\times0.2$. Both wave numbers are 0.1620 Å$^{-1}$, and $v_1:v_2=5:2$. Therefore $r=3/7$, $R=9/49=0.1837$ and $T=40/49=0.8163$. With equal wave numbers, all the reflection comes from the mass in the matching condition. Matching $\psi'$ instead of $\psi'/m$ would remove it entirely.

## Balance on a cell, closure on a link

Let the nodes be $x_i$, with faces $x_{i+1/2}$ midway between neighbours. Cell $i$ lies between two faces and has width $w_i$. Integrating the stationary equation over it gives, without approximation,

$$-\tfrac12\left(G_{i+1/2}-G_{i-1/2}\right)+\int_iV\psi\,dx=E\int_i\psi\,dx .$$

Two approximations close the equations. First, $\psi$ is replaced by $\psi_i$ inside the cell, so the integrals become $w_iV_i\psi_i$ and $w_i\psi_i$, with $V_i$ the cell average of $V$. Second, $G$ is taken as constant along a link. It is the right quantity to freeze because it is continuous at the interface, unlike $\psi'$. Since $\psi'=mG$,

$$\psi_{i+1}-\psi_i=\int_{x_i}^{x_{i+1}}mG\,dx\approx G_{i+1/2}M_{i+1/2},\qquad M_{i+1/2}=\int_{x_i}^{x_{i+1}}m\,dx .$$

With the coupling $t_{i+1/2}=1/(2M_{i+1/2})$ this is $\tfrac12G_{i+1/2}=t_{i+1/2}(\psi_{i+1}-\psi_i)$, and the cell balance becomes

$$Ew_i\psi_i=w_iV_i\psi_i+t_{i-1/2}(\psi_i-\psi_{i-1})+t_{i+1/2}(\psi_i-\psi_{i+1})\equiv(K\psi)_i .$$

The mass is averaged arithmetically over the link, which is a harmonic average of $1/m$. The interface may lie anywhere in the link. For constant $m$ and spacing $h$, $t=1/(2mh)$ and the usual three-point formula returns.

In the example the nodes beside the interface are at $-0.6$ and $1.4$ Å. The link mass is $0.3\times0.2+0.7\times0.5=0.41$. The left cell runs from $-1.6$ to $0.4$ Å, so one fifth of it lies on the step and its potential is $0.3/5=0.06$ eV.

How good is the closure? Near the face, $G(x)\approx G_{i+1/2}+\int G'dx$ with $G'=2(V-E)\psi$ bounded. The error in $\psi_{i+1}-\psi_i$ is therefore at most of order $h^2$, against a main term of order $h$. Where $m$ and $V$ are uniform, the order $h^2$ part cancels because the face is at the midpoint. The interface link has no such symmetry in general.

## Hermiticity

Let the mesh end at hard walls: $\psi_0=\psi_{N+1}=0$, and the same for a second vector $\phi$. Write $D_{i+1/2}=t_{i+1/2}(\psi_{i+1}-\psi_i)$. Then

$$\phi^\dagger K\psi=\sum_{i=1}^Nw_iV_i\phi_i^*\psi_i+\sum_{i=1}^N\phi_i^*(D_{i-1/2}-D_{i+1/2}).$$

In the part with $D_{i-1/2}$, shift the index by one. The wall values of $\phi$ vanish, so both parts can be extended to run from $i=0$ to $N$:

$$\phi^\dagger K\psi=\sum_{i=1}^Nw_iV_i\phi_i^*\psi_i+\sum_{i=0}^Nt_{i+1/2}(\phi_{i+1}-\phi_i)^*(\psi_{i+1}-\psi_i).$$

Exchanging $\phi$ and $\psi$ and conjugating leaves the right side unchanged, since $t$ and $V$ are real. Hence $K=K^\dagger$.

The eigenproblem is $K\psi=EW\psi$ with $W=\mathrm{diag}(w_i)$. On an uneven mesh $W^{-1}K$ is not a symmetric matrix, but it is Hermitian in the inner product $\sum_iw_i\phi_i^*\psi_i$. Setting $\chi=W^{1/2}\psi$ turns the problem into an ordinary Hermitian one:

$$S\chi=E\chi,\qquad S=W^{-1/2}KW^{-1/2}.$$

The element of $S$ across the interface, $-t_{i+1/2}/\sqrt{w_iw_{i+1}}$, is $-2.683$ eV in the example.

## Flux through every link

In time, the scheme is $iw_i\dot\psi_i=(K\psi)_i$, so that

$$w_i\frac{d|\psi_i|^2}{dt}=2\,\mathrm{Im}\left[\psi_i^*(K\psi)_i\right].$$

The terms in $|\psi_i|^2$ are real and drop out. The neighbours remain:

$$w_i\frac{d|\psi_i|^2}{dt}=-2t_{i-1/2}\mathrm{Im}(\psi_i^*\psi_{i-1})-2t_{i+1/2}\mathrm{Im}(\psi_i^*\psi_{i+1}).$$

Reversing the order of the factors in the first term changes its sign, since $\mathrm{Im}\,z^*=-\mathrm{Im}\,z$. Therefore

$$w_i\frac{d|\psi_i|^2}{dt}=J_{i-1/2}-J_{i+1/2},\qquad J_{i+1/2}=2t_{i+1/2}\,\mathrm{Im}(\psi_i^*\psi_{i+1}).$$

This $J$ is the continuum expression $\mathrm{Im}(\psi^*G)$ with $G_{i+1/2}=2t_{i+1/2}(\psi_{i+1}-\psi_i)$. Using $\psi_i^*$ or $\psi_{i+1}^*$ in it gives the same value, because the two differ by $(\psi_{i+1}-\psi_i)^*G_{i+1/2}$, which is real.

What leaves cell $i$ enters cell $i+1$, because both rows contain the same $t_{i+1/2}$. In a stationary state of real energy the left side vanishes, so $J_{i-1/2}=J_{i+1/2}$ for every cell without a source. The interface link is no exception. Nothing here required $h$ to be small.

A complex absorbing potential would add $2w_i\,\mathrm{Im}(V_i)|\psi_i|^2$ to the right side and break the constancy. The potential from a Poisson equation is real and does no harm. In a coupled calculation, $w_i|\psi_i|^2$ is the probability to be assigned to cell $i$ when the charge is formed.

## Why R + T = 1 on a coarse mesh

In a uniform lead, insert $\psi_j=e^{ikjh}$ into the scheme with $t=1/(2mh)$ and $w=h$:

$$E-V=\frac{1-\cos kh}{mh^2},\qquad J=\frac{\sin kh}{mh}.$$

Add a reflected wave of amplitude $r$. Then

$$\psi_j^*\psi_{j+1}=e^{ikh}+|r|^2e^{-ikh}+\left[re^{-ik(2j+1)h}+\mathrm{c.c.}\right].$$

The bracket is real, so the left flux is $(1-|r|^2)\sin(kh)/(mh)$. Let $T$ be the right-hand flux divided by the incident flux. Equality of the two fluxes is then $1-R=T$.

If the energy lies below the step, the right-hand solution is a decaying real sequence times a constant. Its flux is zero, and $R=1$ follows at any spacing for which the left lead still carries a travelling wave, $m_1h^2E<2$.

In the example the flux before, on and after the interface link is 0.822096 of the incident flux. Over all links the spread is $1.2\times10^{-15}$. Yet $T$ exceeds its continuum value 0.8163 by 0.7% of that value. Conservation is an identity of the scheme and says nothing about accuracy.

## Where the missing probability went

The failing scheme gives each row the mass of its own node, $t\to1/(2m_ih)$. On the link between nodes $i$ and $i+1$, of length $h$, the two rows now disagree:

$$J_{\text{out of }i}=\frac{\mathrm{Im}(\psi_i^*\psi_{i+1})}{m_ih},\qquad J_{\text{into }i+1}=\frac{\mathrm{Im}(\psi_i^*\psi_{i+1})}{m_{i+1}h}.$$

Their ratio at the interface is $J_{\text{into}}/J_{\text{out}}=m_1/m_2=0.4$, the printed value. Thus $T=0.4(1-R)=0.4\times0.99947=0.3998$.

The near absence of reflection has the same origin. Both rows use the one difference quotient $(\psi_{i+1}-\psi_i)/h$ as the slope, so for $h\to0$ the scheme makes $\psi'$ continuous instead of $\psi'/m$. With equal wave numbers that condition gives $r=0$.

The matrix shows the fault directly. Scaled with the same cell widths, the interface element is $-2.683\times0.41/0.2=-5.50$ eV in the left row and $-2.683\times0.41/0.5=-2.20$ eV in the right row.

Real eigenvalues give no warning. Multiplying row $i$ by $m_i$ makes the matrix symmetric, with weights $m_iw_i$. The spectrum is therefore real, and the conserved quantity is $\sum_im_iw_i|\psi_i|^2$, which is not the total probability.

A box with hard walls at $x=-a$ and $x=b$ shows the effect on a level below the step. The solutions are $\sin k_1(x+a)$ on the left and $\sinh\kappa(b-x)$ on the right, with $\kappa^2=2m_2(V_2-E)$ and $V_2$ the step. Equating $\psi'/(m\psi)$ at $x=0$ gives

$$\frac{k_1}{m_1}\cot k_1a=-\frac{\kappa}{m_2}\coth\kappa b .$$

For $a=60$ Å and $b=40$ Å the lowest root is 0.036112 eV. The Hermitian scheme at a spacing of 0.25 Å gives 0.036111 eV ($1.3271\times10^{-3}$ hartree). The node-mass scheme gives 0.04404 eV, 22% above the root. It agrees with the level found by deleting $m_1$ and $m_2$ from the denominators, 0.04404 eV, which is the condition of continuous slope.

## Hermiticity does not choose the average

Suppose the link uses the arithmetic average of $1/m$. Its effective mass is $1/(0.3/0.2+0.7/0.5)=0.3448$ instead of 0.41. Both rows still share one coupling, so $K$ is Hermitian and the flux is conserved. The closure, however, has a relative error that does not vanish with $h$, $0.41/0.3448-1=0.189$. Inserting the continuum wave at 0.7 eV into the link formula, with a spacing of 0.1 Å, confirms this: the relative error of $G$ is 0.189, against 0.0014 for the integrated mass. (The numerical output lists these two values as errors of the "link flux"; they refer to $G$, not to $J$.)

To see what this does to scattering, let $\alpha=M'-M$ be the error of the link integral; here $\alpha=(0.3448-0.41)h=-0.0652h$. To leading order the faulty link acts as a jump $\psi(0^+)-\psi(0^-)=\alpha G$, with $G$ continuous. The matching conditions become

$$\tau-(1+r)=i\alpha v_2\tau,\qquad 1-r=\frac{v_2}{v_1}\tau .$$

The first gives $1+r=\tau(1-i\alpha v_2)$. Adding the second eliminates $r$:

$$\tau=\frac{2v_1}{v_1+v_2-i\alpha v_1v_2},\qquad r=1-\frac{v_2}{v_1}\tau=\frac{v_1-v_2-i\alpha v_1v_2}{v_1+v_2-i\alpha v_1v_2}.$$

Expanding $r$ to first order in $\alpha$, and forming $T=(v_2/v_1)|\tau|^2$,

$$\delta r\approx-\frac{2i\alpha v_1v_2^2}{(v_1+v_2)^2},\qquad T=\frac{4v_1v_2}{(v_1+v_2)^2+\alpha^2v_1^2v_2^2}.$$

The reflection amplitude is wrong at order $h$. The error is imaginary while $r$ is real, so it is an error of phase. The transmission has no term linear in $\alpha$.

With $v_1=5k$ and $v_2=2k$, $|\delta r|=(40/49)k|\alpha|$. At $h=0.1$ Å this is $0.8163\times0.1620\times0.00652=8.62\times10^{-4}$. The computed error of $r$ is $8.62\times10^{-4}$.

| Absolute error | $h=0.2$ Å | $h=0.1$ Å |
|---|---|---|
| $r$, integrated mass | $7.10\times10^{-5}$ | $1.78\times10^{-5}$ |
| $r$, averaged $1/m$ | $1.73\times10^{-3}$ | $8.62\times10^{-4}$ |
| $T$, integrated mass | $6.09\times10^{-5}$ | $1.52\times10^{-5}$ |
| $T$, averaged $1/m$ | $7.26\times10^{-5}$ | $1.82\times10^{-5}$ |

Here $h$ is the left spacing, and the interface stays at fraction 0.3 of its link. Halving $h$ divides the error of $r$ by four with the integrated mass but only by two with the averaged $1/m$. For this single step both rules converge at second order in $T$ with similar errors, so a check of $T$ alone would not reveal the wrong average here. This is special to one interface. Where interface phases interfere, as in a barrier or well with two interfaces or for a level in a box, the phase error generally enters at first order: the transmission or the level then converges only as $h$ with the averaged $1/m$, and still as $h^2$ with the integrated mass. The second order in $T$ follows from the absence of a linear term. The term in $\alpha^2$ is only one of several of order $h^2$; it lowers $T$, whereas the computed $T$ lies above the continuum value, so it does not by itself account for the error.

## Finite time steps

The balance survives discretization in time if the Crank-Nicolson step is used. With $\bar\psi=(\psi^{n+1}+\psi^n)/2$,

$$iw_i\frac{\psi_i^{n+1}-\psi_i^n}{\Delta t}=(K\bar\psi)_i .$$

Multiply by $-i\bar\psi_i^*$ and take twice the real part. On the left,

$$2\,\mathrm{Re}\left[\bar\psi_i^*(\psi_i^{n+1}-\psi_i^n)\right]=|\psi_i^{n+1}|^2-|\psi_i^n|^2,$$

because the cross terms are a number minus its conjugate, which is imaginary. On the right stands $2\,\mathrm{Im}[\bar\psi_i^*(K\bar\psi)_i]$, already evaluated above. Hence

$$w_i\frac{|\psi_i^{n+1}|^2-|\psi_i^n|^2}{\Delta t}=J_{i-1/2}[\bar\psi]-J_{i+1/2}[\bar\psi].$$

A Gaussian packet of mean energy parameter 0.5 eV (the energy at its central wave number) and position spread 40 Å starts 160 Å to the left of the interface. After 40 fs, in steps of 0.05 fs, the flux accumulated on the interface link is 0.802725. The probability gained by the cells to its right is also 0.802725, and the total has drifted by $2.4\times10^{-14}$.

The packet contains a range of energies, so the continuum comparison is $T$ averaged over its momentum distribution, 0.8018. The difference of 0.0009 includes the error of the mesh and the effect of the finite observation time, which were not separated.

## Range of the result

The proof needs real $V_i$, real $t$, and one coupling per link. An interface potential proportional to $\delta(x)$ adds a real diagonal term to $K$ and leaves the flux law intact, although $\psi'/m$ then jumps. If the mass depends on energy, $K$ depends on $E$. At a fixed real $E$ the flux is still constant along the mesh, but states of different energy are no longer eigenvectors of one matrix, and their orthogonality does not follow from the argument given here. If $m$ changes sign, $M$ can vanish on a link and the closure fails.

The full set of computed values is in the numerical output below.

## Computed results

```
mass left, right (electron masses): 0.2, 0.5
potential step, energy (eV): 0.300, 0.500
wave number left, right (1/angstrom): 0.16201, 0.16201
coarse spacing left, right (angstrom): 2.00, 1.00
nodes beside interface (angstrom): -0.60, 1.40
their cell widths (angstrom): 2.00, 1.50
their cell potentials (eV): 0.060, 0.300
interface link mass, matched (electron masses): 0.4100
interface link mass, 1/m averaged (electron masses): 0.3448
symmetrized interface matrix element (eV): -2.6826
node-mass scheme, same element from left row (eV): -5.4992
node-mass scheme, same element from right row (eV): -2.1997
continuum r, R, T: 0.428571, 0.183673, 0.816327
coarse mesh R, T: 0.177904, 0.822096
coarse mesh |R+T-1|: 1.4e-15
link flux / incident flux, before, on, after interface link: 0.822096, 0.822096, 0.822096
spread of flux over all links / incident flux: 1.2e-15
node-mass scheme flux ratio right/left: 0.400000
node-mass scheme R, T: 0.000529, 0.399788
node-mass scheme R+T: 0.400318
closure test energy (eV), spacing (angstrom): 0.70, 0.10
matched rule, relative error of interface link flux: 1.38e-03
matched rule, error of r at 0.2, 0.1 angstrom: 7.102e-05, 1.776e-05
matched rule, error of T at 0.2, 0.1 angstrom: 6.085e-05, 1.522e-05
matched rule, orders for r and T: 2.000, 1.999
inverse rule, relative error of interface link flux: 1.89e-01
inverse rule, error of r at 0.2, 0.1 angstrom: 1.725e-03, 8.621e-04
inverse rule, error of T at 0.2, 0.1 angstrom: 7.258e-05, 1.815e-05
inverse rule, orders for r and T: 1.001, 2.000
box widths left, right (angstrom): 60.0, 40.0
box spacing (angstrom): 0.2494
lowest level, continuum matching (eV): 0.036112
lowest level, finite volume (eV): 0.036111
lowest level, finite volume (hartree): 0.00132706
lowest level, node-mass scheme (eV): 0.044040
lowest level, continuous slope condition (eV): 0.044044
packet width sigma, start (angstrom): 40.0, -160.0
packet mesh spacing left, right (angstrom): 1.00, 0.50
time step, total time (fs): 0.050, 40.0
probability passed through interface link: 0.802725
gain of probability in cells to the right: 0.802725
momentum-averaged continuum transmission: 0.801808
largest cell imbalance in one step: 2.5e-17
norm drift after all steps: 2.4e-14
```
